# Lateral size limit for uniform negative capacitance above a floating metal, part 1

(Sections cited here and not found follow in the second part.)

## 1. From two cells to a size limit

### Two cells under one metal plate

Take a ferroelectric film of thickness \(t\) between a gate and a middle metal plate, with a dielectric of capacitance per area \(C_D\) between that plate and ground. The middle plate is connected to nothing and carries no net charge. Gate and ground are shorted. Divide the film into two equal cells with polarisations \(P_1\) and \(P_2\), counted positive from gate to ground, and write

\[
P_1=m+d,\qquad P_2=m-d .
\]

Here \(m\) is the average and \(d\) is the part that averages to zero.

The film also has an ordinary linear response, described by a background permittivity \(\varepsilon_b\) and a capacitance per area \(C_b=\varepsilon_b/t\). Each metal is an equipotential, so both cells feel the same voltage \(V_F\), gate minus middle plate. The gate charge per area, averaged over the cells, is \(Q=m+C_bV_F\). The upper face of the middle plate carries \(-Q\). Neutrality puts \(+Q\) on its lower face, so \(Q=C_DV_D\), where \(V_D\) is the voltage across the dielectric. The short circuit requires \(V_D=-V_F\). Hence

\[
m+C_bV_F=-C_DV_F
\quad\Rightarrow\quad
V_F=-\frac{m}{C_{\rm tot}},\qquad C_{\rm tot}=C_D+C_b .
\]

The field energy per area is \(\tfrac12C_bV_F^2+\tfrac12C_DV_F^2=m^2/(2C_{\rm tot})\). It contains \(m\) and not \(d\).

Give the ferroelectric the energy density \(\tfrac12aP^2\) with \(a<0\), so that zero polarisation is unstable in the film alone. Its average over the cells is \(\tfrac12a\cdot\tfrac12(P_1^2+P_2^2)=\tfrac12a(m^2+d^2)\).

A lateral change of polarisation costs \(\tfrac12g|\nabla P|^2\) per volume, with \(g>0\). If the total width is \(L\), the cell centres are \(L/2\) apart and the slope between them is \(2d/(L/2)=4d/L\). This slope occupies half the width, so the averaged cost is \(\tfrac12\cdot\tfrac12g(4d/L)^2=4gd^2/L^2\). The energy per area divided by \(t\) is therefore

\[
\frac{G}{t}=\frac12\left(a+\frac1{tC_{\rm tot}}\right)m^2
+\frac12\left(a+\frac{8g}{L^2}\right)d^2 .
\]

The dielectric can stabilise \(m\), but only the gradient energy can stabilise \(d\). In this two-cell model \(d\) is stable for \(L<\sqrt{8g/|a|}=2.83\sqrt{g/|a|}\).

As a limit, remove the dielectric capacitance, \(C_D\to0\). The average is then held as stiffly as the background allows, yet the coefficient of \(d^2\) has not moved. A better dielectric design cannot cure this instability within the model.

### The energy at any gate voltage

Now let \(P\) vary continuously over the electrode and apply a gate voltage \(V\). I assume that the polarisation points along the film normal, that the metals screen perfectly, and that no field leaks out at the sides. For the moment \(P\) does not vary through the thickness. The ferroelectric energy density is

\[
f=\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2,\qquad a<0,\quad b,g>0 .
\]

This is a mean-field description, without thermal fluctuations. Angle brackets denote averages over the film, and \(\bar P=\langle P\rangle\).

A polarisation that does not vary with depth has no bulk bound charge. Its bound charge lies on the two faces, where the metals compensate it point by point. The field in the film is therefore \(V_F/t\) everywhere. Charge balance gives

\[
\bar P+C_bV_F=C_D(V-V_F)
\quad\Rightarrow\quad
V_F=\frac{C_DV-\bar P}{C_{\rm tot}} .
\]

At fixed gate voltage the quantity to minimise is the stored energy minus the work of the source, \(VQ=VC_D(V-V_F)\):

\[
G=t\langle f\rangle+\frac{C_b}{2}V_F^2+\frac{C_D}{2}(V-V_F)^2-VC_D(V-V_F).
\]

The last two terms expand to

\[
\frac{C_D}{2}(V^2-2VV_F+V_F^2)-C_DV^2+C_DVV_F
=\frac{C_D}{2}V_F^2-\frac{C_D}{2}V^2 .
\]

Inserting \(V_F\) gives

\[
G=t\langle f\rangle+\frac{(\bar P-C_DV)^2}{2C_{\rm tot}}-\frac{C_DV^2}{2}. \tag{1}
\]

The two-cell lesson survives: the circuit sees the average alone.

For a small change \(\delta P\), integrating the gradient term by parts gives the equilibrium equation

\[
aP+bP^3-g\nabla^2P=\frac{V_F}{t},
\]

together with a boundary term proportional to \(g\,\delta P\,\partial_nP\), where \(\partial_n\) is the derivative along the edge normal. If nothing at the lateral edge favours a particular polarisation, \(\delta P\) is free there and \(\partial_nP=0\). This free-edge condition is used throughout.

To test (1), let \(C_D\to\infty\). The circuit terms are

\[
\frac{\bar P^2}{2C_{\rm tot}}-\frac{C_D}{C_{\rm tot}}\bar PV
-\frac{C_DC_b}{2C_{\rm tot}}V^2
\longrightarrow -\bar PV-\frac{C_b}{2}V^2 .
\]

This is the energy of a film held directly at voltage \(V\), as it should be.

### Uniform and modulated disturbances

For a uniform state \(P_0\), the second derivative of \(G/t\) with respect to a uniform change is \(a+3bP_0^2+1/(tC_{\rm tot})\). It is smallest at \(P_0=0\), so all uniform states are stable against uniform changes if

\[
C_{\rm tot}<\frac1{|a|t}. \tag{2}
\]

Since \(C_b\le C_{\rm tot}\), this also implies \(|a|\varepsilon_b<1\).

Next add \(A\cos kx\) on \(0<x<L\). Free edges require \(\sin kL=0\), so \(k=n\pi/L\) with \(n=1,2,\dots\). These modes average to zero and leave the circuit term unchanged. Since \(\langle\cos^2kx\rangle=\langle\sin^2kx\rangle=\tfrac12\), the energy of order \(A^2\) is

\[
\frac{\Delta G}{t}=\frac{A^2}{4}\left(a+3bP_0^2+gk^2\right).
\]

The most dangerous mode has half a wavelength across the electrode, \(k=\pi/L\), and the most dangerous bias is the one with \(P_0=0\). Stability there requires \(g\pi^2/L^2\ge|a|\), or

\[
\boxed{L\le L_{\max}=\pi\sqrt{\frac g{|a|}}} \tag{3}
\]

The factor \(\pi\) replaces the 2.83 of the two-cell model. If \(g\to0\), the allowed size vanishes, because opposite regions then cost nothing to join. If \(|a|\to0\), it diverges, because the drive towards polarisation disappears.

### From small disturbances to the global minimum

Small-signal stability does not exclude a distant state of lower energy. Let \(P=P_0+q\), where \(q\) may be large and \(P_0\) is the uniform solution at voltage \(V\):

\[
aP_0+bP_0^3+\frac{P_0-C_DV}{tC_{\rm tot}}=0 .
\]

Condition (2) makes the left side increase with \(P_0\), so there is one such solution for each \(V\). Use

\[
P^2-P_0^2=2P_0q+q^2,\qquad
P^4-P_0^4=4P_0^3q+6P_0^2q^2+4P_0q^3+q^4 .
\]

The terms linear in \(q\) are \(\bar q\) times the equation for \(P_0\), and vanish. What remains is

\[
\frac{\Delta G}{t}=\left\langle\frac a2q^2+\frac g2|\nabla q|^2
+\frac b4q^2\left[(q+2P_0)^2+2P_0^2\right]\right\rangle
+\frac{\bar q^2}{2tC_{\rm tot}} .
\]

The square bracket expands to \(q^2+4P_0q+6P_0^2\), as required, and it cannot be negative. Drop it, and split \(q=\bar q+p\) with \(\langle p\rangle=0\), so that \(\langle q^2\rangle=\bar q^2+\langle p^2\rangle\):

\[
\frac{\Delta G}{t}\ge\frac12\left(a+\frac1{tC_{\rm tot}}\right)\bar q^2
+\frac12\left\langle ap^2+g|\nabla p|^2\right\rangle . \tag{4}
\]

For a rectangle with sides \(L_x,L_y\), expand \(p\) in products \(\cos(n\pi x/L_x)\cos(l\pi y/L_y)\), leaving out the constant. The products are orthogonal, and so are their derivatives. Each term contributes to \(\langle|\nabla p|^2\rangle\) its contribution to \(\langle p^2\rangle\) multiplied by \((n\pi/L_x)^2+(l\pi/L_y)^2\). This factor is at least \((\pi/L)^2\), where \(L\) is the longer side. Hence

\[
\langle|\nabla p|^2\rangle\ge\frac{\pi^2}{L^2}\langle p^2\rangle . \tag{5}
\]

With (2) and (3), both terms in (4) are non-negative. The uniform state is then the global minimum at every gate voltage.

The limit is also sharp. For \(L>L_{\max}\) and \(V=0\), take \(P=A\cos(\pi x/L)\). Since \(\langle\cos^4\rangle=3/8\),

\[
\frac Gt=\frac{A^2}{4}\left(a+\frac{g\pi^2}{L^2}\right)+\frac{3b}{32}A^4,
\]

which is negative for small \(A\), whereas \(P=0\) has \(G=0\).

A numerical minimisation on a strip tests both sides. At \(0.97L_{\max}\), four random starts at each of three biases, including zero, all relaxed to a uniform state. At \(1.1L_{\max}\) and zero bias, the relaxed state was nonuniform and had lower energy than the uniform one.

### Letting polarisation vary through the thickness

A lateral domain might lower its energy by also changing with depth \(z\). Let \(q(x,y,z)\) be the deviation from \(P_0\), and let \(\phi\) be the potential it creates with gate and ground held at zero and the middle plate neutral. Electrostatics is linear, and the energy changes at the rate \(-E\) per unit polarisation, where \(E\) is the field. The part of the field energy quadratic in \(q\) is therefore \(W=\tfrac12\int\varepsilon|\nabla\phi|^2\); its linear part cancels as before.

The displacement \(-\varepsilon\nabla\phi+q\hat z\) has no divergence. Let \(\psi\) be any trial potential that is zero on the outer electrodes and constant on the middle plate. Multiplying the zero divergence by \(\psi\) and integrating gives

\[
\int q\,\partial_z\psi=\int\varepsilon\nabla\phi\cdot\nabla\psi .
\]

The surface terms vanish because the plate is neutral and no flux leaves the sides. Completing the square,

\[
\int q\,\partial_z\psi-\frac12\int\varepsilon|\nabla\psi|^2
=W-\frac12\int\varepsilon|\nabla\phi-\nabla\psi|^2\le W .
\]

Restrict \(\psi\) to functions of \(z\). The left side then sees only the lateral average \(A(z)\) of \(q\), and its largest value is the field energy of the one-dimensional problem with polarisation \(A(z)\). There the displacement is independent of \(z\), so the field differs from its mean by \(-(A-\bar A)/\varepsilon_b\), while the voltage is \(-\bar A/C_{\rm tot}\). Per electrode area \(S\) this gives

\[
\frac{W}{S}\ge\frac{\bar A^2}{2C_{\rm tot}}
+\frac{t}{2\varepsilon_b}\langle(A-\bar A)^2\rangle .
\]

Now write \(q=\bar A+(A-\bar A)+s\), where \(s\) has zero lateral average at each depth. The three parts are orthogonal, and (5) applies to \(s\) at each depth:

\[
\frac{\Delta G}{t}\ge
\frac{\bar A^2}{2}\left(a+\frac1{tC_{\rm tot}}\right)
+\frac{\langle(A-\bar A)^2\rangle}{2}\left(a+\frac1{\varepsilon_b}\right)
+\frac{\langle s^2\rangle}{2}\left(a+\frac{g\pi^2}{L^2}\right).
\]

All three brackets are non-negative under (2) and (3). Freedom in depth does not reduce \(L_{\max}\), and \(t\) does not enter it.

### Other outlines, and grains

For a disc of radius \(R\), free-edge modes are \(J_n(k\rho)\cos n\theta\) with \(J_n'(kR)=0\), where \(\rho\) is the distance from the centre and \(J_n\) is a Bessel function. For \(n\ge1\) the angular cost \(n^2/\rho^2\) grows with \(n\), so \(n=1\) is lowest. For \(n=0\), \(J_0'=-J_1\), so the first nonconstant mode sits at the first zero of \(J_1\). That lies beyond its first maximum, because \(J_1\) must turn before it returns to zero. The lowest mode thus has \(kR=1.8412\), and the largest diameter is \(3.68\sqrt{g/|a|}\).

Cutting the ferroelectric into small grains under the same plate does not help if the grains do not interact. Two equal grains with uniform polarisations \(+d\) and \(-d\) have zero average and no gradient cost, so their stiffness is \(a<0\) at any grain size. The plate must cover one laterally coupled region that satisfies the limit.

## 2. Beyond the limit, and a hafnia stack

The film has thickness \(t\), energy coefficients \(a<0\) and \(b,g>0\), and background permittivity \(\varepsilon_b\). The capacitances per area are \(C_D\) for the dielectric, \(C_b=\varepsilon_b/t\), and \(C_{\rm tot}=C_D+C_b\). The voltages across film and dielectric are \(V_F\) and \(V_D\), with sum \(V\). If \(C_{\rm tot}<1/(|a|t)\), the uniform state is the global minimum at every bias for a longer side \(L\le L_{\max}=\pi\sqrt{g/|a|}\). Below, \(r=L/L_{\max}\), and \(P_s=\sqrt{|a|/b}\) is the spontaneous polarisation, at which \(aP+bP^3=0\).

### What is lost just above the limit

For \(r>1\), the softest mode around a uniform state \(P_0\) has stiffness \(a+3bP_0^2+|a|/r^2\), because \(g\pi^2/L^2=|a|/r^2\). The uniform state is locally stable if

\[
\frac{P_0^2}{P_s^2}>\frac13\left(1-\frac1{r^2}\right).
\]

The film's uniform slope \(dE/dP=a+3bP^2\) is negative for \(|P|/P_s<1/\sqrt3=0.577\). At \(r=1.5\), local stability requires \(|P_0|/P_s>0.430\). A window of uniform negative slope remains between these values, but it may be metastable. As \(r\to\infty\) the window closes.

At zero bias domains form. To find their response, hold the average at \(m\) and use \(P=m+A\cos kx\), with \(k=\pi/L\). Odd powers of the cosine average to zero, so

\[
\langle P^2\rangle=m^2+\frac{A^2}{2},\qquad
\langle P^4\rangle=m^4+3m^2A^2+\frac38A^4 .
\]

The film energy per volume is then

\[
F=\frac a2m^2+\frac b4m^4+\frac S4A^2+\frac{3b}{32}A^4,
\qquad S=a+gk^2+3bm^2 .
\]

For \(S<0\), setting the derivative with respect to \(A^2\) to zero gives \(A^2=-4S/(3b)\). Substitution gives

\[
F=\frac a2m^2+\frac b4m^4-\frac{S^2}{6b}.
\]

The field that maintains the average is \(E=dF/dm\). Since \(dS/dm=6bm\),

\[
E=am+bm^3-2Sm,
\qquad
\left.\frac{dE}{dm}\right|_{m=0}=a-2(a+gk^2)=|a|\left(1-\frac2{r^2}\right). \tag{6}
\]

At \(r=1\) this is \(-|a|\), the slope of the uniform film. Negative capacitance therefore does not jump to a positive value when domains appear.

Equation (6) holds to first order in \(r-1\). Omitted harmonics change the slope at order \(A^4\), hence at second order in \(r-1\). At \(r=1.01\), equation (6) gives \(-0.961|a|\), and the full numerical profile gives the same value to three digits. Extrapolated far from onset, (6) would change sign at \(r=\sqrt2\). The full calculation does not: at \(r=1.5\) it gives \(-0.141|a|\).

Under a neutral floating plate, the uniform state is the global minimum at every bias if \(C_{\rm tot}<1/(|a|t)\) and \(L\le L_{\max}\), and just above \(L_{\max}\) the negative slope survives the appearance of domains. It remains to explain why the slope stays negative at larger sizes, and to find the voltage gain and the practical limits for a hafnia and alumina stack.
